# Gauge-invariant count of excited electrons from propagated Kohn–Sham orbitals

## 1. One pair of electrons

Put two electrons of opposite spin in one orbital $\psi$, and let $\phi$ be the ground-state orbital. If $\psi=\cos\theta\,\phi+\sin\theta\,\chi$ with $\chi$ orthogonal to $\phi$, the mean number of electrons outside $\phi$ is

$$N_{\rm ex}=2\sin^2\theta=2\left(1-|\langle\phi|\psi\rangle|^2\right).$$

Now leave the pair in its ground state, but describe it with a constant uniform vector potential $a$. There is no electric field, so nothing is excited. In atomic units, with electron charge $-1$ and the factor $1/c$ absorbed in the vector potential, the kinetic energy is $(p+a)^2/2$. Since $(p+a)e^{-iax}\phi=e^{-iax}p\phi$, the ground-state orbital is now $\psi=e^{-iax}\phi$. Suppose that $|\phi|^2$ is a Gaussian of variance $\sigma^2$. Then $\langle\phi|e^{-iax}|\phi\rangle$ has magnitude $e^{-a^2\sigma^2/2}$, and projection on the old $\phi$ gives

$$2\left(1-e^{-a^2\sigma^2}\right)\neq0 .$$

This false count disappears if the reference is also $e^{-iax}\phi$. The reference must therefore be calculated in the gauge of the propagated orbital.

## 2. The general count

Let $\psi_j(t)$, $j=1,\dots,N$, be orthonormal propagated Kohn–Sham orbitals, each holding two electrons. The reference orbitals $\phi_i(t)$ are eigenfunctions of

$$K=\tfrac12(\mathbf p+\mathbf A)^2+v_{\rm ion}[\mathbf R(t)]+v_{\rm Hxc},$$

where $\mathbf R(t)$ are the ion positions and $v_{\rm Hxc}$ is the Hartree, exchange and correlation potential. The potential energy $u$ of the applied field is left out of $K$, for a reason given in section 3. The $N$ lowest orbitals are occupied in the reference. I take $v_{\rm Hxc}$ from the self-consistent ground-state density at $\mathbf R(t)$; another choice keeps the propagated density. Define the projectors

$$\rho=\sum_{j=1}^N|\psi_j\rangle\langle\psi_j|,\qquad P=\sum_{i=1}^N|\phi_i\rangle\langle\phi_i| .$$

For one spin, let $c_a$ remove an electron from $\phi_a$ and $d_j$ remove one from $\psi_j$. Expanding $\phi_a$ in a complete set that begins with the $\psi_j$ gives $c_a=\sum_j\langle\phi_a|\psi_j\rangle d_j+\dots$, where the omitted terms act on empty orbitals and give zero. In the determinant of the $\psi_j$, $\langle d_j^\dagger d_l\rangle=\delta_{jl}$, so

$$\langle c_a^\dagger c_a\rangle=\sum_{j=1}^N|\langle\phi_a|\psi_j\rangle|^2 .$$

Sum over the reference orbitals $a>N$ and multiply by two for spin. Completeness, $\sum_{a>N}|\phi_a\rangle\langle\phi_a|=1-P$, then gives

$$\boxed{N_{\rm ex}=2\,{\rm Tr}[\rho(1-P)]=2\Big(N-\sum_{i,j=1}^N|\langle\phi_i|\psi_j\rangle|^2\Big)}$$

No empty orbitals are needed. In a non-orthogonal basis with overlap matrix $S$ and coefficient columns $C_0$ for $\phi$ and $C$ for $\psi$, the overlaps are the elements of $C_0^\dagger SC$. If the basis moves with the ions, both sets and $S$ must belong to the same instant.

Replace $\psi_j$ by $\sum_l\psi_lU_{lj}$ with $U$ unitary. Then

$$\rho'=\sum_{lm}|\psi_l\rangle(UU^\dagger)_{lm}\langle\psi_m|=\rho .$$

The same algebra holds for $P$. The count is therefore independent of phases, ordering and mixing within either occupied set. The index-by-index expression $2\sum_j(1-|\langle\phi_j|\psi_j\rangle|^2)$ lacks this property, because it keeps only the diagonal of the overlap matrix.

Two conditions enter here. Level $N$ must be separated from level $N+1$ by a gap, or $P$ is not unique. Occupations must be integers: with initial occupations $f_i$ per spin, the trace would start at $2\sum_{i>N}f_i$ and not at zero.

The result counts electrons in the Kohn–Sham determinant. That determinant is not the interacting wave function, even if the density is right, so $N_{\rm ex}$ is not in general the excited number of the interacting system.

## 3. Change of electromagnetic gauge

The propagated orbitals obey

$$i\partial_t\psi=\left[\tfrac12(\mathbf p+\mathbf A)^2+v+u\right]\psi,$$

with $v=v_{\rm ion}+v_{\rm Hxc}$ and electric field $\mathbf E=\nabla u-\partial_t\mathbf A$. Set $\psi'=G\psi$, $G=e^{i\chi(\mathbf r,t)}$. Because $\mathbf pG=G(\mathbf p+\nabla\chi)$,

$$(\mathbf p+\mathbf A')G=G(\mathbf p+\nabla\chi+\mathbf A')=G(\mathbf p+\mathbf A)\quad\text{if}\quad \mathbf A'=\mathbf A-\nabla\chi .$$

The time derivative supplies one more term:

$$i\partial_t\psi'=-(\partial_t\chi)\psi'+G\,i\partial_t\psi
\quad\Rightarrow\quad u'=u-\partial_t\chi .$$

The two changes cancel in $\mathbf E$. The density is unchanged, and so is a potential $v$ that depends on it. Hence

$$K'=GKG^\dagger,\qquad P'=GPG^\dagger,\qquad \rho'=G\rho G^\dagger,$$

and cyclicity of the trace gives ${\rm Tr}[\rho'(1-P')]={\rm Tr}[\rho(1-P)]$. A nonlocal potential must also become $GVG^\dagger$, or this proof fails.

The full Hamiltonian instead becomes $GHG^\dagger-\partial_t\chi$. If $\partial_t\chi$ varies in space, its eigenprojector is not $GPG^\dagger$ in general. This is why $u$ is excluded from $K$. The ion potential stays in $v$ in every gauge; the division between $v$ and $u$ is fixed once.

For a uniform field, start with $u=0$ and choose $\chi=\mathbf A\cdot\mathbf r$. Then $\mathbf A'=0$ and $u'=-\dot{\mathbf A}\cdot\mathbf r=\mathbf E\cdot\mathbf r$. Thus the length gauge uses field-free reference orbitals, while the velocity gauge uses eigenfunctions of $K(\mathbf A)$.

A finite model shows the size of the difference. A Gaussian well, 25 eV deep with standard deviation 1.5 Å, holds two doubly occupied orbitals. The electrons repel through the contact interaction of section 6, with strength 2 eV Å. The pulse is $A(t)=A_0\sin^2(\pi t/2T)$ with $T=0.484$ fs and a peak field of 1.21 V/Å. At $t=0.7T$, $A$ corresponds to the wave number 0.450 Å$^{-1}$. Split-operator propagation on a Fourier grid gives:

- length gauge, field-free reference: 0.2352;
- velocity gauge, reference with $A$: 0.2352;
- velocity gauge, reference without $A$: 0.468;
- length gauge, reference with $Ex$ included: 4.000.

The last reference has practically no overlap with the electrons. At this time the field is $1.21\sin(0.7\pi)=0.98$ V/Å. The periodic box extends 27 Å to each side, so the tilted potential falls to about $-27$ eV at one edge, and its two lowest levels lie there instead of in the well. The value 4.000 therefore depends on the size of the box; a smaller box can give a very different wrong count.

Leaving $u$ out of $K$ has a price. While a field acts, the count includes reversible polarization: a weak static field mixes empty reference orbitals into the occupied ones and gives a count of second order in the field. In the same well, a field that rises to 0.98 V/Å and falls again as $\sin^2$ over 7.3 fs gives 0.058 at its peak and less than $10^{-5}$ afterwards. Only a count taken after the field has vanished measures lasting excitation.

## 4. Crystals in a uniform field

Write a Bloch orbital as $\psi_{j\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{j\mathbf k}$. A uniform $\mathbf A(t)$ preserves the lattice period, so $\mathbf k$ is conserved if the potential is periodic. Moving the exponential through $K$ gives

$$K e^{i\mathbf k\cdot\mathbf r}u=e^{i\mathbf k\cdot\mathbf r}\left[\tfrac12(\mathbf p+\mathbf k+\mathbf A)^2+v\right]u .$$

The required cell functions are therefore field-free functions at $\mathbf k+\mathbf A$. Overlaps between different $\mathbf k$ vanish. With $N_b$ occupied bands and $N_k$ equally weighted points, the count per cell is

$$\frac{N_{\rm ex}}{N_{\rm cell}}=\frac{2}{N_k}\sum_{\mathbf k}\Big[N_b-\sum_{i,j=1}^{N_b}|\langle u_{i,\mathbf k+\mathbf A}|u_{j\mathbf k}(t)\rangle|^2\Big].$$

If $\mathbf k+\mathbf A$ leaves the Brillouin zone, it must not simply be folded back. Cell functions satisfy $u_{\boldsymbol\kappa+\mathbf g}=e^{-i\mathbf g\cdot\mathbf r}u_{\boldsymbol\kappa}$ for a reciprocal vector $\mathbf g$, up to a phase, and the exponential changes the overlap.

As an example, take eight cells of period 2.7 Å, with potential $1.3\cos(2\pi x/2.7\,\text{Å})$ eV, one filled band and no electron repulsion. Under the same pulse and at the same time, the formula gives 0.319 excited electrons per cell. Keeping the reference at $\mathbf k$ gives 0.146. Both values belong to eight $\mathbf k$ points; with 64 or 256 points they become 0.328 and 0.092. The wrong reference lowers this count, whereas it raised that of the finite well, so its error has no fixed sign.

## 5. Angles, probabilities and rate

Let $O_{ij}=\langle\phi_i|\psi_j\rangle$. Its singular-value decomposition provides rotated occupied sets with $\langle\tilde\phi_a|\tilde\psi_b\rangle=\delta_{ab}\cos\theta_a$. Hence

$$\tilde\psi_a=\cos\theta_a\,\tilde\phi_a+\sin\theta_a\,\eta_a,$$

where $\eta_a$ lies in the empty reference space. Orthogonality of the $\tilde\psi_a$ makes the $\eta_a$ with nonzero $\sin\theta_a$ mutually orthogonal. The determinant is thus a product of independent choices, one for each angle. For one spin, the coefficient of $z^m$ in

$$\prod_{a=1}^N(\cos^2\theta_a+z\sin^2\theta_a)$$

is the probability of finding $m$ electrons outside the reference. Its mean, doubled for spin, is

$$N_{\rm ex}=2\sum_a\sin^2\theta_a={\rm Tr}(\rho-P)^2 .$$

The last equality follows from $\rho^2=\rho$, $P^2=P$ and ${\rm Tr}\rho={\rm Tr}P=N$: the square has trace $2N-2{\rm Tr}(\rho P)$.

The probability that both spin determinants remain in the reference ground state is $p_0=\prod_a\cos^4\theta_a$. Since $1-x\le e^{-x}$,

$$p_0=\prod_a(1-\sin^2\theta_a)^2\le e^{-N_{\rm ex}} .$$

Also, the probability of at least one excitation cannot exceed the mean number, so $p_0\ge1-N_{\rm ex}$. A small count implies a nearly intact ground state. In a large system many small angles can add to a large count and leave $p_0$ close to zero.

For the rate, use a gauge with $u=0$. Let $h_0$ be the self-consistent reference Hamiltonian and $h=h_0+\delta v$ the propagated one. Here $\delta v$ comes from the difference between the propagated and reference densities. From $\dot\rho=-i[h,\rho]$,

$$\dot N_{\rm ex}=-2{\rm Tr}[\rho\dot P]-2{\rm Tr}[\dot\rho P]
=-2{\rm Tr}[\rho\dot P]-2i\,{\rm Tr}(\rho[h,P]).$$

The second form uses ${\rm Tr}(-i[h,\rho]P)=i\,{\rm Tr}(\rho[h,P])$. Because $[h_0,P]=0$, only $\delta v$ remains in the commutator. Put $z={\rm Tr}[\rho\,\delta v\,P]$. Taking the adjoint gives ${\rm Tr}[\rho P\delta v]=z^*$, so $-2i(z-z^*)=4\,{\rm Im}z$ and

$$\dot N_{\rm ex}=-2{\rm Tr}[\rho\dot P]+4\,{\rm Im}\,{\rm Tr}[\rho\,\delta v\,P].$$

The first term comes from motion of the ions or change of $\mathbf A$. The second is the response of the electron density. With fixed ions, constant $\mathbf A$ and $\delta v=0$, the count is constant. With $\delta v\ne0$ it can change even when the ions stand still. In a gauge with $u\ne0$, replace $\delta v$ by $\delta v+u$.

## 6. Deposited energy

The ion example uses electrons in one dimension with contact repulsion $g$. Opposite spins interact with energy $g\int n_\uparrow n_\downarrow dx$; exchange cancels the contact interaction of equal spins. For $n_\uparrow=n_\downarrow=n/2$ the energy is $(g/4)\int n^2dx$, and the potential is $gn/2$. Correlation is omitted.

Let $n_0$ be the reference density and $\delta n=n-n_0$. Then

$$\frac g4(n^2-n_0^2)=\frac{gn_0}{2}\delta n+\frac g4(\delta n)^2 .$$

The first term on the right joins the kinetic and ion energies to form $h_0$. The energy above the instantaneous ground state is therefore

$$\Delta E=2{\rm Tr}[h_0(\rho-P)]+\frac g4\int(\delta n)^2dx .$$

Let $\varepsilon_a$ be the levels of $h_0$, $p_a=\langle\phi_a|\rho|\phi_a\rangle$, and $\mu$ any energy in the gap. Since ${\rm Tr}(\rho-P)=0$, subtracting $\mu$ changes nothing:

$$2{\rm Tr}[h_0(\rho-P)]=2\sum_{a>N}(\varepsilon_a-\mu)p_a+2\sum_{a\le N}(\mu-\varepsilon_a)(1-p_a).$$

Both $2\sum_{a>N}p_a$ and $2\sum_{a\le N}(1-p_a)$ equal $N_{\rm ex}$. Replacing the energy factors by their smallest values gives $(\varepsilon_{N+1}-\varepsilon_N)N_{\rm ex}$ as a lower limit. For $g\ge0$, with $E_g=\varepsilon_{N+1}-\varepsilon_N$,

$$N_{\rm ex}\le\Delta E/E_g .$$

This proof needs a non-negative second-order interaction term. It does not establish the bound for a general exchange-correlation functional.

## 7. Electrons carried by an ion

Suppose that $\phi$ is bound in a well which moves at constant speed $v$. Apart from a time-dependent phase, $e^{ivx}\phi(x-vt)$ solves the moving-well equation. The pair is unexcited in the frame of the well, but the static reference gives

$$N_{\rm carried}=2\left(1-|\langle\phi|e^{ivx}|\phi\rangle|^2\right)\simeq2v^2\,{\rm Var}(x)$$

for small $v$. The last form follows from $|\langle e^{ivx}\rangle|^2=1-v^2(\langle x^2\rangle-\langle x\rangle^2)+O(v^4)$. A boosted reference $e^{ivx}\phi$ gives zero. Electromagnetic gauge invariance therefore does not imply Galilean invariance.

When an ion moves through a solid at rest, no single boost suits both the carried and the stationary electrons. A count made after the ion has left avoids this difficulty, provided that no electrons leave bound to the ion and the host atoms remain at rest, because the reference then contains the stationary solid alone.

## 8. An ion crossing a row of atoms

**Model.** The row has period 2.7 Å, two electrons per cell and ion potential $1.3\cos(2\pi x/2.7\,\text{Å})$ eV. It forms a ring of 20 cells, so $N=20$ and there are 40 electrons. The repulsion is $g=2$ eV Å, and the self-consistent gap is 1.12 eV. The implanted ion has a mass of 11 u and acts through a Gaussian well 4 eV deep with standard deviation 0.5 Å. It travels 12 cells, or 32.4 Å, at constant speed. Over the first three cells its strength rises as $\sin^2(\pi s/2w)$, where $s$ is the distance travelled and $w$ is three cells; it falls in the same way over the last three. This is a simple substitute for entry and exit. Because the well fades inside the row, electrons that it carries are released there and cannot leave with the ion. The final count therefore depends on the length of these ramps as well as on the path: at 10 keV, with the path kept at 12 cells, ramps of 1.5, 3 and 5 cells give 1.03, 0.83 and 0.57. With the full well present at five positions across half a cell, the smallest gap is 1.01 eV.

The orbitals were propagated with a split-operator method on a grid of ten points per cell, and the reference was found by self-consistent diagonalization. The "inside" count is taken after about 53% of the path.

| Ion energy (keV) | Speed (Å/fs) | $N_{\rm ex}$ inside | $N_{\rm ex}$ after exit | $\Delta E$ after exit (eV) |
|---:|---:|---:|---:|---:|
| 2.5 | 2.09 | 0.30 | 0.54 | 1.82 |
| 10 | 4.19 | 0.37 | 0.83 | 4.82 |
| 40 | 8.38 | 0.61 | 1.18 | 9.26 |

The ring, path and well are the same in all three rows. For these energies both the count and the deposited energy increase with speed.

At 10 keV the flight lasts $32.4/4.19=7.7$ fs. The final energy per excited electron is $4.82/0.827=5.8$ eV, about five times the gap. The energy bound is $4.82/1.12=4.3$ electrons, far above the actual count, so deposited energy divided by the gap would be a poor estimate here. The ground-state probability is 0.42, between the limits $1-0.827=0.17$ and $e^{-0.827}=0.44$. The index-by-index expression gives 13.3 with real standing-wave orbitals and 38.1 after one random mixing of the occupied orbitals, while $N_{\rm ex}$ stays at 0.827. Even the first value is not unique: most ring levels are degenerate in pairs, and another basis within the pairs gives another number.

At the inside point the moving reference contributes 0.122 fs$^{-1}$ to the rate and the density response 0.009 fs$^{-1}$, a total of 0.131 fs$^{-1}$. A reference with the propagated density changes the inside count from 0.367 to 0.372 and the final count from 0.827 to 0.834. The choice of reference density matters by about 1% at these two instants; during the entry ramp, where the count is still small, the relative difference is several percent.

A pair without repulsion, bound in the same ion well, isolated from the row and moving at the 10 keV speed, gives a false count of 0.46. This value does not carry over to the row. There the part that the boost removes from the lowest orbital falls mostly on other occupied levels, which the trace does not count, and the part left outside the occupied space gives only about 0.01 at the inside point. That number covers one orbital; the other occupied orbitals also follow the well and add their own temporary part. The isolated value therefore neither can be subtracted from the inside count of 0.37 nor shows how much of that count is temporary.

**Sensitivity at 10 keV.** Each of these runs changes one setting from the main run, whose final count is 0.827:

- half the time step: 0.827;
- 30 cells instead of 20: 0.68;
- no electron repulsion: 0.92;
- ion well twice as deep: 1.36.

The longer ring lowers the count by 18%, so 0.83 belongs to the 20-cell ring and is not a converged value for a long row. Rings of 40 to 70 cells all give a count of 0.66 and a deposited energy of 3.75 eV instead of 4.82 eV. With 50 cells the counts at 2.5, 10 and 40 keV are 0.57, 0.66 and 1.17 and the energies 1.77, 3.75 and 9.23 eV, so both still increase with speed. These runs do not identify the cause. Doubling the well depth raises the count by a factor of 1.65. A leading-order excitation probability, quadratic in the well depth, would give four, so that law cannot be used to scale this result.

**Relation to boron in silicon.** The ion mass and energies lie in the range of boron implantation, and the gap is close to silicon's rough value of 1.1 eV. In the 20-cell ring the model loses $4.82/32.4=0.15$ eV/Å to electrons on average over the path, which includes the ramps where the well is weaker; over the six cells at full strength the loss is 0.19 eV/Å. In a long ring the path average is $3.75/32.4=0.12$ eV/Å. For 10 keV boron in silicon the electronic loss is roughly several eV/Å, more than ten times larger. The model has one row, a weak fixed well, and no core electrons or ion charge exchange. Its counts are therefore not predictions for silicon.

At 10 keV, constant speed is a milder assumption over this short path. The universal Ziegler–Biersack–Littmark formula, for a random direction in silicon with $5\times10^{22}$ atoms/cm$^3$, gives a nuclear loss of about 260 eV, or 2.6% of the ion energy. As speed varies as the square root of energy, this lowers it by about 1.3%. The real electronic loss of several eV/Å would add a reduction of the same order. A single close collision can do far more, and the average does not describe it. At 2.5 keV the assumption is poorer: the nuclear loss is about 290 eV, more than a tenth of the ion energy. This alone lowers the speed by about 6%, and an electronic loss of about 3 eV/Å (Lindhard–Scharff estimate) would bring the reduction to about 8%. The straight path is a further idealization, since boron is lighter than silicon and in a random direction is likely to be deflected noticeably over this distance at the lowest energy.

Thermal occupation of the bare row's levels, with the chemical potential at midgap, gives $7\times10^{-10}$ electrons above the gap in the ring at 300 K and 0.013 at 1300 K. The number at 1300 K, an annealing temperature, is about 1.6% of the final count. Integer initial occupations are thus adequate for this model at room temperature. In a hot target with a smaller gap, the thermal part would have to be separated from the excitation caused by the ion.
